# Why poorly wetting metals form islands on oxides, and form them late

On a model oxide, spreading a metal into a layer one atom thick costs 0.360 eV per atom in surface and interface energy. Gathering the same metal into caps 10 Å high costs 0.270 eV per atom. The metal therefore gains by beading up, although the caps sit on the same oxide and have the same surface energy as the layer.

The cause is the negative spreading coefficient of the metal on the oxide. The contact-angle factor of nucleation theory has a different role: it scales the height of the island barrier, and so affects the delay. The factor grows as wetting gets worse, so a poorly wetted oxide favours islands and also makes them slow to appear.

## What is being compared

Let $\gamma_m$, $\gamma_s$ and $\gamma_i$ be the free energies per area of the metal surface, the bare oxide and the metal–oxide interface. They are taken as isotropic and independent of size. Strain, facets, defects and the energy of the contact line are left out. The algebra is in atomic units with temperature $T$ as an energy; numbers are in eV and Å.

Covering unit area of oxide removes $\gamma_s$ and creates $\gamma_m+\gamma_i$. The spreading coefficient is the gain,

$$S=\gamma_s-\gamma_m-\gamma_i .$$

Let $\Delta\mu$ be the free energy released when a mobile metal atom on the surface joins bulk metal, and $\Omega$ the atomic volume. The driving force per volume is $g=\Delta\mu/\Omega$. In atomic layer deposition, $\Delta\mu$ belongs to the metal atoms left mobile after the surface reactions, and is not the reaction free energy of the precursor.

The example uses round model parameters that stand for no particular metal: $\gamma_m=0.050$, $\gamma_s=0.030$ and $\gamma_i=0.040$ eV/Å², $\Omega=15$ Å³, layer height $h_0=2.5$ Å, $\Delta\mu=0.30$ eV and $T=0.05$ eV. Then $S=0.030-0.050-0.040=-0.060$ eV/Å² and $g=0.30/15=0.020$ eV/Å³.

## The shape and cost of an island

At fixed volume, push the free metal surface outward by a small distance $\delta n$. Its area changes by $\int\kappa\,\delta n\,dA$, where $\kappa$ is the sum of the two principal curvatures, and the volume changes by $\int\delta n\,dA$. The cost is stationary for every volume-conserving $\delta n$ only if $\kappa$ is constant; call it $2/R$. For an axisymmetric surface with slope angle $\psi$ at distance $\rho$ from the axis,

$$\frac{1}{\rho}\frac{d(\rho\sin\psi)}{d\rho}=\frac{2}{R}\quad\Rightarrow\quad \rho\sin\psi=\frac{\rho^2}{R}.$$

The integration constant vanishes because the surface is smooth on the axis. Hence $\sin\psi=\rho/R$, which is a sphere of radius $R$.

Moving the contact line outward by unit distance changes the energy per length by $\gamma_i-\gamma_s+\gamma_m\cos\theta$, with $\theta$ measured inside the metal. Setting this to zero gives Young's equation,

$$c\equiv\cos\theta=\frac{\gamma_s-\gamma_i}{\gamma_m},\qquad S=-\gamma_m(1-c).$$

Any nonzero contact angle thus means $S<0$. Here $c=-0.20$ and $\theta=101.5°$. A numerical relaxation of smooth axisymmetric droplets, with neither a sphere nor an angle imposed, gives the same $c$ and the same cost as the cap.

The centre of the sphere lies at height $-Rc$. With $t=z+Rc$, the cap volume is

$$V=\pi\int_{Rc}^{R}(R^2-t^2)\,dt=\frac{\pi R^3}{3}(2-3c+c^3)=\frac{4\pi R^3}{3}f,$$

$$f=\frac{(2+c)(1-c)^2}{4},$$

since $(2+c)(1-c)^2=2-3c+c^3$. The free area is $2\pi R^2(1-c)$ and the base area is $\pi R^2(1-c^2)$. Each unit of base costs $\gamma_i-\gamma_s=-c\gamma_m$, so the surface cost is

$$\pi R^2\gamma_m(1-c)\left[2-c(1+c)\right]=\pi R^2\gamma_m(1-c)^2(2+c)=4\pi R^2\gamma_m f .$$

The same factor multiplies volume and cost.

## Why islands win: equal volumes

Compare a given amount of metal spread as an extended film of thickness $h$ with the same amount in equal caps. The driving force cancels, because both contain the same volume. The costs per volume are

$$\text{caps: }\frac{4\pi R^2\gamma_m f}{4\pi R^3f/3}=\frac{3\gamma_m}{R},\qquad \text{film: }\frac{|S|}{h}=\frac{\gamma_m(1-c)}{h}.$$

The caps are lower when $R(1-c)>3h$. Since $R(1-c)$ is the cap height,

$$\boxed{\text{islands beat a film of thickness }h\text{ when they are taller than }3h.}$$

The factor $f$ has cancelled. For a monolayer the matching height is 7.5 Å, reached by a cap of radius 6.25 Å with about 44 atoms. At a height of 10 Å the radius is $10/1.2=8.33$ Å, and the cost is $3\times0.050\times15/8.33=0.270$ eV per atom. The film costs $0.060\times15/2.5=0.360$ eV per atom. These are the two numbers at the start.

Two limits separate the cause from the factor. At $c=-0.98$ there is almost no adhesion and $f=0.9997$, so the factor gives practically no reduction of the barrier, yet the matching height is still 7.5 Å. In the opposite limit, insert $R=3h/(1-c)$ into the cap volume:

$$V_{\rm match}=\frac{4\pi}{3}\,\frac{27h^3}{(1-c)^3}\,\frac{(2+c)(1-c)^2}{4}=9\pi h^3\,\frac{2+c}{1-c}.$$

As $\theta\to0$ this volume diverges. The film becomes stable against islands of any finite size just as $S$ goes to zero, even though $f$ and the island barrier also go to zero there. For $S>0$ Young's equation has no solution and the film spreads.

A film can be favourable compared with bare oxide and still lose to islands. Its free energy per area is $|S|-hg$. This is $+0.010$ eV/Å² for one layer and $-0.040$ eV/Å² for two. The two-layer film is therefore stable against bare oxide, but caps taller than 15 Å are lower still.

## Why islands are late: the barrier

Including the driving force, a cap has

$$G(R)=f\left(4\pi R^2\gamma_m-\frac{4\pi}{3}R^3g\right),\qquad \frac{dG}{dR}=4\pi fR\,(2\gamma_m-gR).$$

For $g\le0$ the slope is positive at every radius, so no contact angle makes islands grow without supersaturation. For $g>0$ the maximum is at $R^*=2\gamma_m/g$, which does not depend on $\theta$, and

$$G^*_{\rm cap}=4\pi f R^{*2}\left(\gamma_m-\frac{gR^*}{3}\right)=\frac{16\pi\gamma_m^3}{3g^2}\,f .$$

A free sphere, with $f=1$, would have a barrier of 5.236 eV. The oxide reduces it by $f=0.648$ to 3.39 eV (0.125 hartree). The critical cap has $R^*=5.0$ Å, is 6.0 Å high and holds about 23 atoms.

The factor helps relative to a free sphere, but

$$\frac{df}{dc}=\frac{(1-c)^2-2(2+c)(1-c)}{4}=-\frac34(1-c^2)<0,$$

so $f$ rises with contact angle. At fixed $\gamma_m$ and $g$, worse wetting means a higher barrier.

## The competing route: a flat patch

A film must also start somewhere. Take a disc of radius $r$ and height $h$ whose vertical edge costs $\gamma_m$ per area:

$$G_{\rm disc}=-\pi r^2(hg-|S|)+2\pi rh\gamma_m .$$

If $hg\le|S|$, both terms increase with $r$ or stay level, their sum rises, and the disc never grows. This holds for the monolayer here, since $hg=0.050$ and $|S|=0.060$ eV/Å². If $hg>|S|$, setting the derivative to zero gives $r^*=h\gamma_m/(hg-|S|)$ and

$$G^*_{\rm disc}=\frac{\pi h^2\gamma_m^2}{hg-|S|}.$$

To find the most favourable height, differentiate:

$$\frac{d}{dh}\frac{h^2}{hg-|S|}=\frac{h(hg-2|S|)}{(hg-|S|)^2}.$$

The minimum is at $h=2|S|/g$, where the barrier is $4\pi\gamma_m^2|S|/g^2$. The critical cap has this same height, because $R^*(1-c)=2|S|/g$. With $|S|=\gamma_m(1-c)$, the ratio of barriers is

$$\frac{G^*_{\rm cap}}{\min_h G^*_{\rm disc}}=\frac{4f}{3(1-c)}=\frac{(2+c)(1-c)}{3}\le\frac34 .$$

The upper limit occurs at $c=-1/2$, where the derivative $-(1+2c)/3$ vanishes. The cap barrier is thus at least a quarter lower than that of a vertical-walled disc of any height. In the example the best such disc is 6.0 Å high with a barrier of 4.71 eV, and the ratio is 0.72. The bound of 3/4 does not carry over to other edge shapes. With straight sloping walls the best flat-topped island in the example has a barrier of about 4.05 eV, a ratio of 0.84, and at $c=0.6$ the ratio is about 0.9. The cap remains lowest in the isotropic model, because it has the least surface cost at every volume.

Discs of two and three layers both have barriers of 4.91 eV. The inverse barrier is proportional to $u(g-|S|u)$ with $u=1/h$, a parabola centred on $u=1/6$ Å⁻¹. The values $1/5$ and $1/7.5$ Å⁻¹ lie equally far on either side.

The margin depends on the edge energy. If a step costs $\beta$ per length instead of $h\gamma_m$, the disc barrier becomes $\pi\beta^2/(hg-|S|)$. A two-layer disc matches the cap when $\beta/(h\gamma_m)=\sqrt{3.393/4.909}=0.83$. The same ratio applies to three layers, whose disc barrier is equal. If cheap steps leave the cap barrier unchanged, a crystal can therefore begin as a flat patch two or three layers high. The ban on the monolayer is more robust, since it holds for any positive step energy.

## Three regimes of supersaturation

The ratio of spreading cost to monolayer gain,

$$x=\frac{|S|}{h_0g},$$

orders the cases. The critical cap is $2|S|/g=2xh_0$ high, or $2x$ layers. Substituting $g=\gamma_m(1-c)/(xh_0)$ into the barrier gives

$$G^*_{\rm cap}=\frac{16\pi\gamma_m^3}{3}\,\frac{(2+c)(1-c)^2}{4}\,\frac{x^2h_0^2}{\gamma_m^2(1-c)^2}=\frac{4\pi}{3}\gamma_mh_0^2(2+c)\,x^2 .$$

- **$x\ge1$.** A monolayer patch cannot grow. In the isotropic model the island barrier is then at least its value at $x=1$, which is 2.36 eV here. The condition that forbids the layer also enforces a delay. At fixed $c$ and $h_0$ this bound is proportional to $\gamma_m$, and the model value of 0.050 eV/Å² is only 0.80 J/m². For 0.10 or 0.15 eV/Å² the bound is 4.7 or 7.1 eV, which at $T=0.05$ eV means practically no nucleation on the perfect surface. The example has $x=1.2$, and $2.356\times1.44=3.39$ eV.
- **$1/2<x<1$.** Both routes are open, and the cap has the lower barrier within the isotropic model. In the example, however, the critical cap shrinks from about 13 atoms at $x=1$ to fewer than two at $x=1/2$, so the comparison becomes unreliable before the lower end of this range.
- **$x<1/2$.** The predicted cap is thinner than one layer. The continuum comparison has lost its meaning, and atomistic energies of small clusters are needed.

At fixed $x$ the barrier falls with contact angle, through $2+c$, by at most a factor of three over the whole range of angles. This does not contradict the rise of $f$: holding $x$ fixed while $|S|$ grows requires a larger $g$.

For the example, $x=1$ corresponds to $\Delta\mu=0.36$ eV and $x=1/2$ to $0.72$ eV. In the model, strong supersaturation therefore allows flat monolayer patches to grow even on a poorly wetted oxide. It does not settle which route starts first. At $x=1/2$ the formulas give barriers of $2.356/4=0.59$ eV for the cap and $0.59/0.72=0.82$ eV for the monolayer patch, but each critical nucleus would hold only about two atoms, too few for surface energies to apply. The order of the two routes must then come from atomistic energies of small clusters. The equal-volume result still holds for such a deposit once it is large enough for surface energies to apply, so it can bead up later if its atoms are mobile.

## How large the delay is

In steady state the nucleation rate per area is $J=J_0e^{-G^*/T}$, and a given island density $N$ takes a time $N/J$. For two oxides with equal $J_0$, $g$ and $T$, the delays are in the ratio

$$\frac{t_1}{t_2}=\exp\left(\frac{G^*_1-G^*_2}{T}\right).$$

Lower the interface energy from 0.040 to 0.015 eV/Å². Then $c=0.30$, the contact angle is 72.5°, $f=0.282$, and the barrier drops to 1.475 eV. The exponent is $(3.393-1.475)/0.05=38.4$, a ratio of about $10^{17}$.

This number shows sensitivity and is no forecast. The critical nuclei hold only about 23 and 10 atoms, so surface energies of bulk metal are a rough guide. Lowering all three surface energies by 10% leaves $c$ unchanged but multiplies the barrier by $0.9^3=0.729$. On the poorly wetted oxide that removes 0.92 eV and shortens the delay by eight powers of ten. With such a large barrier on the perfect surface, even a small number of sites that bind the metal much more strongly can take over the nucleation. The measured delay then reflects the number and strength of such sites.

The better-wetted oxide has $x=0.70$, so a monolayer patch can grow. With a vertical edge costing $h_0\gamma_m$ per length its barrier is 3.27 eV, more than twice that of the cap. This margin rests on the edge: a sloping edge lowers the barrier to about 1.95 eV, and a step energy below $0.67\,h_0\gamma_m$ removes the margin altogether. In any case $S$ is still $-0.035$ eV/Å². Better wetting has shortened the delay without making the film stable.

## What to do about it

**Find out which delay is present.** A precursor that finds too few reactive sites also gives a late start, whatever the surface energies. Adding reactive groups cures that delay. It can also shorten the one treated here, if the groups bind the metal more strongly or supply more mobile atoms and so raise $\Delta\mu$. If deposited atoms cannot migrate or detach, the nucleation barrier does not apply, and the islands merely record where the precursor reacted.

**To make a film stable, change the sign of $S$.** With the other values of the example fixed, this would need $\gamma_i<0.030-0.050=-0.020$ eV/Å². A sharp interface of negative energy would gain by enlarging itself, so it would not stay sharp. The practical choices are an intermediate layer with a higher surface energy and good bonding to the metal, or, on an oxide with $\gamma_s>\gamma_i$, an adsorbate that lowers $\gamma_m$ during growth. In the example $\gamma_s-\gamma_i=-0.010$ eV/Å² is already negative, so lowering $\gamma_m$ alone cannot make $S$ positive. The intermediate layer must itself be held in place, by reaction with the oxide or by the slowness of its atoms: its surface energy exceeds $\gamma_s$, so by the same criterion it would otherwise bead up while it is exposed. Once buried, it is governed by its two interfaces instead. Without a reaction, and with interface energies that are not negative, the whole stack in the example still costs at least $\gamma_m-\gamma_s=0.020$ eV/Å² more than bare oxide, so the film is stable only as long as the layer stays in place. The adsorbate must not lower $\gamma_s$ by as much as $\gamma_m$, or the gain is lost.

**To close a film earlier, make more islands.** A higher $\Delta\mu$ lowers the barrier as $1/\Delta\mu^2$ but leaves $S$ unchanged. For $\theta\ge90°$, caps on a square grid of spacing $L$ touch when $R=L/2$. The mean thickness is then

$$\frac{V}{L^2}=\frac{4\pi f}{3L^2}\left(\frac{L}{2}\right)^3=\frac{\pi}{6}fL ,$$

or $0.34L$ in the example. Since $L=N^{-1/2}$, a hundred times more islands touch at a tenth of the thickness. Gaps remain at first contact, so closure comes later than this estimate.

**Keep a closed film cold.** With $S<0$ it is not the state of lowest energy, since islands taller than three times its thickness cost less. It persists only while its atoms move too slowly to gather into such islands, or while holes fail to open. A hole of radius $r$ with vertical walls changes the energy by $2\pi rh\gamma_m-\pi r^2|S|$, so sufficiently small holes cost energy and tend to close. Sloping walls can make holes cheaper than this. At 72.5° and 101.5° the formula therefore overestimates how large a hole must be before it grows: in a film that extends $10h$ from the hole, relaxed walls give critical radii of about $0.26h$ and $0.21h$ instead of $1.43h$ and $0.83h$. Near 180° the walls overhang, and the comparison can reverse unless the film is very wide. A thicker film needs taller islands, and hence transport over longer distances, before beading up pays. Heating that restores mobility can undo a film that was continuous as grown.

The full set of values is in the numerical output below.

## Computed values

```
INPUTS (model parameters)
metal surface energy: 0.050 eV/A^2
bare substrate energy: 0.030 eV/A^2
interface energy, poor wetting: 0.040 eV/A^2
interface energy, better wetting: 0.015 eV/A^2
atomic volume: 15.0 A^3
layer height: 2.5 A
driving force per atom: 0.30 eV
driving force per volume: 0.020 eV/A^3
temperature as energy: 0.05 eV
POOR WETTING
cos(angle), Young: -0.2000
cos(angle), relaxed shape: -0.2000
contact angle: 101.5 deg
relaxed cost/(g_met V^(2/3)): 4.1848
cap cost/(g_met V^(2/3)): 4.1848
spreading coefficient: -0.060 eV/A^2
factor f: 0.6480
spreading cost/monolayer gain x: 1.200
critical radius: 5.00 A
critical cap height: 6.00 A
atoms in critical cap: 22.6
free-sphere barrier (f=1): 5.236 eV
cap barrier: 3.393 eV
cap barrier: 0.1247 hartree
cap barrier at x=1: 2.356 eV
1-layer film minus bare: 0.010 eV/A^2
2-layer film minus bare: -0.040 eV/A^2
2-layer disc barrier: 4.909 eV
3-layer disc barrier: 4.909 eV
best disc height: 6.00 A
best disc barrier: 4.712 eV
cap/best disc barrier: 0.720
EQUAL VOLUME, POOR WETTING
cap radius matching monolayer: 6.25 A
cap height matching monolayer: 7.50 A
atoms in that cap: 44.2
monolayer cost per atom: 0.360 eV
cost per atom, cap 10 A high: 0.270 eV
f at cos(angle)=-0.98: 0.99970
matching height there: 7.50 A
BETTER WETTING
cos(angle): 0.3000
contact angle: 72.5 deg
spreading coefficient: -0.035 eV/A^2
factor f: 0.2817
spreading cost/monolayer gain x: 0.700
critical cap height: 3.50 A
atoms in critical cap: 9.8
cap barrier: 1.475 eV
monolayer disc barrier: 3.272 eV
log10(delay poor/better): 16.66
```
